# Pair Term Matching a Prescribed Close-Range Dimer Energy in Embedded-Atom Potentials

## The decision

A simulation of recoils after ion implantation needs a pair table that extends to distances far inside the equilibrium bond. Suppose that an embedded-atom potential already describes the crystal, and that a repulsive dimer energy $V(r)$ has been chosen for close encounters. What should be entered in the pair table at, say, 0.10 nm?

Three candidates are $V$ itself, $V$ added to the old pair term, and $V$ minus the embedding energies. In the aluminium model below, where $V=46.0$ eV at this distance, they give dimer energies of 31.7, 83.1 and 46.0 eV. Only the last of the three is the energy that was asked for.

## Two like atoms

The embedded-atom energy is

$$E=\sum_i F_i(\rho_i)+\frac12\sum_{i\ne j}\phi_{ij}(r_{ij}),\qquad \rho_i=\sum_{j\ne i}f_j(r_{ij}).$$

Here $F_i$ is the energy of embedding atom $i$ in the density $\rho_i$ supplied by the other atoms, and $\phi_{ij}=\phi_{ji}$ is the pair term. The functions $F$ and $f$ are held fixed throughout; only $\phi$ is to be found. The factor $\frac12$ compensates for counting each pair twice.

For two like atoms at separation $r$, each has density $f(r)$, so

$$E_2(r)=2F(f(r))+\phi(r).$$

An isolated atom has no neighbours and energy $F(0)$. The prescribed $V$ is measured from two separated atoms, hence

$$V(r)=E_2(r)-2F(0)=\phi(r)+2[F(f(r))-F(0)].$$

Solving for the pair term gives

$$\boxed{\phi(r)=V(r)-2[F(f(r))-F(0)]}.$$

There is one solution because $\phi$ enters linearly with coefficient one.

**First limit: no embedding.** If $F$ is constant, the bracket vanishes and $\phi=V$, as for an ordinary pair potential.

**Second limit: very small $r$.** If $f(0)$ is finite, the bracket stays finite while $V$ diverges as $1/r$ from the nuclear repulsion. The correction then becomes negligible relative to $V$, though not in absolute energy.

## Numbers for aluminium

For $V$ take the Ziegler–Biersack–Littmark (ZBL) universal repulsion,

$$V_{AB}(r)=\frac{e^2}{4\pi\varepsilon_0}\frac{Z_AZ_B}{r}\,\chi(r/a),\qquad a=\frac{0.88534\,a_0}{Z_A^{0.23}+Z_B^{0.23}},$$

$$\chi(x)=0.18175e^{-3.1998x}+0.50986e^{-0.94229x}+0.28022e^{-0.4029x}+0.02817e^{-0.20162x},$$

with $a_0$ the Bohr radius and $Z=13$. The equilibrium model is

$$F(\rho)=-A\sqrt\rho,\quad f(r)=e^{-2q(r/r_0-1)}c(r)^2,\quad \phi_{\rm eq}(r)=Be^{-p(r/r_0-1)}c(r),$$

with $p=8$, $q=2.5$ and neighbour distance $r_0=0.286$ nm. The cutoff is $c=1-t^3(10-15t+6t^2)$, where $t$ rises linearly from 0 at 0.45 nm to 1 at 0.65 nm and is constant outside that range.

The strengths follow from the face-centred cubic crystal. Its energy per atom at neighbour distance $d$ is

$$\epsilon(d)=\frac12\sum_{j\ne0}\phi_{\rm eq}(r_{0j})-A\sqrt{\rho(d)}.$$

Requiring $\epsilon(r_0)=-3.4$ eV and $\epsilon'(r_0)=0$ gives two linear equations for $A$ and $B$. Numerical lattice sums yield $A=1.4089$ eV, $B=0.2826$ eV and crystal density $\rho_e=13.285$.

Since $F(0)=0$, the two embedding energies of the dimer total $-2A\sqrt f$. At 0.10 nm, $f=25.835$, so

$$-2(1.4089)\sqrt{25.835}=-14.32\ \text{eV},$$

$$\phi=46.03-(-14.32)=60.35\ \text{eV}.$$

| $r$ (nm) | $V$ (eV) | $2F(f)$ (eV) | $\phi$ (eV) |
|---|---|---|---|
| 0.02 | 3554.0 | −28.8 | 3582.8 |
| 0.05 | 418.1 | −22.2 | 440.3 |
| 0.10 | 46.0 | −14.3 | 60.4 |
| 0.12 | 22.8 | −12.0 | 34.8 |

The embedding energy is negative here, so subtracting it *raises* the pair term. Setting $\phi=V$ would leave too little repulsion, not count it twice. The size of the correction relative to $V$ falls from 53% at 0.12 nm to 0.8% at 0.02 nm, in line with the second limit.

Adding $V$ to the complete old potential is a different error. The old model already has a dimer energy $V_{\rm eq}=\phi_{\rm eq}+2F(f)=37.0$ eV at 0.10 nm, and the sum is $46.0+37.0=83.1$ eV when unrounded values are used. This is double counting in the plain sense, and its error is $V_{\rm eq}$.

## Unlike atoms

An implanted dopant meets host atoms of another element. Atom $A$ sits in the density of $B$, and $B$ in that of $A$:

$$E_{AB}(r)=F_A(f_B(r))+F_B(f_A(r))+\phi_{AB}(r).$$

The separated atoms have energy $F_A(0)+F_B(0)$. Subtracting this and equating the result to $V_{AB}$ gives

$$\boxed{\phi_{AB}=V_{AB}-[F_A(f_B)-F_A(0)]-[F_B(f_A)-F_B(0)]}.$$

For $A=B$ the two brackets coincide and the earlier result returns. If $B$ supplies no density, the first bracket vanishes, as it should.

The crossed arguments matter. Let the aluminium model meet a second species with round parameters, $F_2=0.7-1.2\sqrt\rho+0.02\rho^2$ eV and $f_2=1.5e^{-6(r/r_0-1)}c^2$. If each atom were wrongly embedded in its own density when $\phi$ is built, the dimer energy would be wrong by

$$[F_1(f_2)+F_2(f_1)]-[F_1(f_1)+F_2(f_2)]=-97.7\ \text{eV}$$

at 0.10 nm. Most of this comes from the quadratic term: there $f_1=25.8$ and $f_2=74.3$, so $0.02(f_1^2-f_2^2)\approx-97$ eV. The size belongs to these chosen functions, but the need for crossed arguments does not.

## Why the sign of the error is not physical

The division between embedding and pair energy is not unique. Add a linear term $c_i\rho_i$ to each embedding function. The total energy then gains

$$\sum_i c_i\rho_i=\sum_{i\ne j}c_if_j(r_{ij})=\frac12\sum_{i\ne j}[c_if_j(r_{ij})+c_jf_i(r_{ij})].$$

The last form follows by exchanging the labels in half of the sum. It is a pair energy, so it is cancelled by

$$\phi_{AB}\to\phi_{AB}-c_Af_B-c_Bf_A.$$

The boxed rule produces this change by itself: replacing $F_A(f_B)$ by $F_A(f_B)+c_Af_B$, and likewise for $B$, subtracts those two terms from $\phi_{AB}$. The recipe $\phi=V$ does not respond to the shift, so its predictions depend on an arbitrary choice.

For the aluminium model, choose $c$ so that the shifted embedding function has zero slope at the crystal density:

$$-\frac{A}{2\sqrt{\rho_e}}+c=0,\qquad c=\frac{1.4089}{2\sqrt{13.285}}=0.1933\ \text{eV}.$$

With $\phi=V$, the dimer energy is then wrong by

$$2F(f)=2(-A\sqrt f+cf)=2\sqrt f\,(c\sqrt f-A).$$

This vanishes when $\sqrt f=A/c=2\sqrt{\rho_e}$, that is, when $f=4\rho_e$. The cutoff factor is one at such distances, so

$$r=r_0\left[1-\frac{\ln(4\rho_e)}{2q}\right]=0.0587\ \text{nm}.$$

Inside this distance the recipe makes the dimer energy too high; outside it, within the close-range region, too low. The errors are $+7.5$ eV at 0.03 nm and $-4.3$ eV at 0.10 nm. With the unshifted function they are $-26.4$ and $-14.3$ eV. The recipe $\phi=V$ therefore makes the dimer energy too high where $F(f)>F(0)$ and too low where $F(f)<F(0)$; the subtraction is needed for either sign. The error in the force follows the slope of the energy error, not its sign. In the shifted model the energy at 0.10 nm is too low, yet the repulsive force there is too strong, because the error is still falling as $r$ grows.

## Joining to the equilibrium potential

Replacing $\phi$ at all distances would spoil the crystal. Let $s(r)$ fall from 1 to 0 between 0.12 and 0.20 nm, using the same quintic form as the cutoff. For like atoms with $F(0)=0$, define

$$\phi=s[V-2F(f)]+(1-s)\phi_{\rm eq}.$$

Add $2F(f)=s\,2F(f)+(1-s)2F(f)$ to obtain the dimer energy:

$$U(r)=sV+(1-s)[\phi_{\rm eq}+2F(f)]=sV+(1-s)V_{\rm eq}.$$

Blending these pair terms is thus the same as blending dimer energies, because $F$ and $f$ are common to both. The prescribed curve is reproduced unaltered inside 0.12 nm; across the join the prescription is $U$.

The slope is

$$U'=sV'+(1-s)V_{\rm eq}'+s'(V-V_{\rm eq}).$$

If both curves fall, $V\ge V_{\rm eq}$ and $s'\le0$, every term is nonpositive. The blended curve then has no false minimum. These conditions hold for the present model on a fine grid across the join. They are sufficient, not necessary, and must be examined afresh for another potential.

Two limits fix the role of the join. For $s=1$ the close-range rule returns. For $s=0$ the old potential returns, and since 0.20 nm lies inside the neighbour distance of 0.286 nm, the static crystal is unchanged. That protection ends when atoms approach within 0.20 nm.

## The same pair inside a crystal

The match was made for an isolated dimer. To see what survives in a host $H$, isolate the interaction of $A$ and $B$ by

$$W=E(AB{+}H)-E(A{+}H)-E(B{+}H)+E(H),$$

with all positions held fixed. Pair terms between host atoms cancel, as do those between $A$ or $B$ and the host. Only $\phi_{AB}$ remains from the pair sum.

Let $\rho_A$ be the density at $A$ from the host alone. Atom $A$ contributes $F_A(\rho_A+f_B)-F_A(\rho_A)$ to $W$. Inserting the boxed $\phi_{AB}$ subtracts $F_A(f_B)-F_A(0)$, leaving

$$R_A=F_A(\rho_A+f_B)-F_A(\rho_A)-F_A(f_B)+F_A(0).$$

Write the differences as integrals, first over the density from $B$, then over that from the host:

$$R_A=\int_0^{f_B}[F_A'(\rho_A+x)-F_A'(x)]\,dx=\int_0^{f_B}\!dx\int_0^{\rho_A}\!dy\,F_A''(x+y).$$

$R_B$ has the same form with labels exchanged. A host atom $k$, with density $\rho_k$ from the other host atoms, appears in all four energies and contributes

$$R_k=\int_0^{f_A(r_{kA})}\!dx\int_0^{f_B(r_{kB})}\!dy\,F_k''(\rho_k+x+y).$$

Therefore, when $A$ and $B$ are closer than 0.12 nm, where the join leaves the boxed pair term unaltered,

$$W=V+R_A+R_B+\sum_kR_k.$$

If every $F$ is linear, all corrections vanish: the model is then a pair potential in disguise. If every $F$ is convex ($F''\ge0$), the host can only add to $W$. The linear shift of the previous section has no second derivative and leaves these terms unchanged.

For $F=-A\sqrt\rho$, $F''=A/(4\rho^{3/2})$ is positive, and its singularity at zero density is integrable. Direct substitution gives

$$R_A=A(\sqrt{\rho_A}+\sqrt{f_B}-\sqrt{\rho_A+f_B})\le A\sqrt{\rho_A}.$$

The physical reason is saturation: an atom already embedded in the host gains less energy from its partner's density than a free atom does.

Now place $B$ on a lattice site and move a nearest neighbour $A$ along $[110]$ until it is 0.10 nm from $B$, leaving its old site empty and the other atoms fixed. The host densities are $\rho_A=12.262$ and $\rho_B=12.285$. For $A$,

$$R_A=1.4089(\sqrt{12.262}+\sqrt{25.835}-\sqrt{38.097})=3.40\ \text{eV}.$$

$R_B$ is also 3.40 eV, and the other host atoms add 0.08 eV. Thus

$$W=46.03+3.40+3.40+0.08=52.91\ \text{eV},$$

which is 15% above $V$. Evaluating the four total energies in the definition of $W$ gives the same 52.91 eV. $W$ is the part of the energy due to the presence of both atoms together; it is not the full cost of moving $A$ from its site. The 15% belongs to this model: it rests on $f$ extrapolated to 0.10 nm and on $F$ at nearly three times the crystal density, where nothing was fitted.

## What a collision sees

For an isolated pair with reduced mass $\mu$, incoming relative speed $v$ and impact parameter $b$, let $E=\frac12\mu v^2$ now denote the centre-of-mass energy. The angular momentum is $\mu vb$, so energy conservation reads

$$\frac12\mu\dot r^2=E-V-\frac{(\mu vb)^2}{2\mu r^2}=E\left(1-\frac VE-\frac{b^2}{r^2}\right).$$

Divide the angular speed $vb/r^2$ by $|\dot r|=v\sqrt{1-V/E-b^2/r^2}$ and integrate over the incoming and outgoing halves. Undeflected motion sweeps an angle $\pi$, hence

$$\theta=\pi-2b\int_{r_{\min}}^{\infty}\frac{dr}{r^2\sqrt{1-b^2/r^2-V/E}}.$$

Beyond 0.12 nm, $V$ in these formulas means the joined curve $U$. In the head-on limit $b=0$, the turning point satisfies $V(r_{\min})=E$.

Take $E=50$ eV, which is 100 eV in the laboratory for equal masses with the target at rest. The derived pair term gives $r_{\min}=0.0978$ nm. Setting $\phi=V$ gives 0.0907 nm, 7% too close relative to the derived result; adding $V$ to the old potential gives 0.1140 nm, 17% too far.

At $b=0.05$ nm the scattering integral gives $\theta=106.7^\circ$. Numerical integration of the motion, with forces from finite differences of the embedded-atom energy, gives the same angle. With $\phi=V$ inside 0.12 nm, joined to $\phi_{\rm eq}$ by the same $s(r)$, it is $103.9^\circ$.

## Beside real aluminium

The neighbour distance and cohesive energy are rough typical values for aluminium. The model's bulk modulus, from a numerical second derivative of the crystal energy, is 82 GPa, against a measured size of roughly 75 GPa. This tests only the response to uniform compression or expansion near equilibrium. It says nothing about the shear stiffness or the close-range accuracy.

The prescribed curve is itself uncertain. An unrestricted Hartree–Fock calculation in the uncontracted def2-SVP basis, taking the lowest energy found among three spin projections, gives 50.8 eV at 0.10 nm and 531 eV at 0.05 nm. The ZBL values are lower by 9% and 21% relative to these. The calculation omits correlation and relativity. Its basis also has only one set of d functions per atom, too few for electron clouds that overlap this strongly. Adding three tighter d sets per atom (exponents 12, 3.5 and 1.0 in atomic units) lowers the energies to 48.7 and 505 eV, by 2.1 and 26 eV, and ZBL then lies about 5.5% and 17% below them. Even this larger basis is not shown to be converged, so the gap cannot be assigned to ZBL alone.

Near the head-on turning point, $V$ falls by about 4.0 eV over 0.0022 nm. On that slope, a curve higher by the 4.7 eV Hartree–Fock difference would move the turning point outward by about 0.003 nm; with the larger basis the difference is 2.7 eV and the shift about 0.0015 nm. Replacing $V$ by $W$, higher by 6.9 eV, would move it by about 0.004 nm. These are first-order estimates for an otherwise isolated pair. A real recoil also feels its other neighbours.

Electronic energy loss is absent too. The Lindhard–Scharff formula, extrapolated to this low speed, gives about 10 eV/nm at 100 eV, or 2.9 eV over one neighbour distance. For this collision, then, the subtraction of 14.3 eV in the original, unshifted model is larger than each neglected effect estimated here. That ranking depends on how the energy is divided: with the shifted embedding function the subtraction is only 4.3 eV in size. At 0.05 nm the unshifted correction is 22 eV, while the two dimer curves differ by 113 eV in this small basis. With the added d functions the gap narrows to 87 eV, still well above 22 eV, which suggests that the choice of $V$ may matter more there.
